\section*{Slater's average-of-configuration energy for an open shell}

\section{Two electrons in a p shell}

Put two electrons into the real orbitals $p_x,p_y,p_z$, which share one radial function. There are six spin orbitals and $\binom62=15$ determinants. Atomic units are used in the algebra. For orbitals $a,b$ define
\begin{align}
J_{ab}&=\iint \frac{|\phi_a(1)|^2|\phi_b(2)|^2}{r_{12}}\,d1\,d2,\\
K_{ab}&=\iint \frac{\phi_a^*(1)\phi_b(1)\,\phi_b^*(2)\phi_a(2)}{r_{12}}\,d1\,d2 .
\end{align}
Here $1$ and $2$ are positions, and spin has been summed out. By symmetry every $J_{aa}$ has one value $J_0$, and all pairs $a\neq b$ share one $J'$ and one $K'$.

Three determinants have both electrons in one orbital, with repulsion $J_0$. The other twelve come from three orbital pairs with four spin assignments each. Six have parallel spins and repulsion $J'-K'$; six have antiparallel spins and repulsion $J'$. The mean is
\begin{equation}
U=\frac{3J_0+12J'-6K'}{15}.
\end{equation}
Rotational symmetry links the three integrals. The rotated orbital $(p_x+p_y)/\sqrt2$ must also have self-repulsion $J_0$. Expanding its density, and dropping integrals odd under $x\to-x$, gives
\begin{equation}
J_0=\tfrac14(2J_0+2J'+4K')\quad\Rightarrow\quad J_0=J'+2K'.
\end{equation}
Therefore $U=(3J'+6K'+12J'-6K')/15=J'$.

To evaluate $J'$, write the angular density of a p orbital along the unit vector $\mathbf a$ as
\begin{equation}
\frac{3(\mathbf a\cdot\mathbf n)^2}{4\pi}=\frac{1+2P_2(\mathbf a\cdot\mathbf n)}{4\pi}.
\end{equation}
Insert $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\mathbf n_1\cdot\mathbf n_2)$. Since $\int P_k(\mathbf n_1\cdot\mathbf n_2)P_k(\mathbf b\cdot\mathbf n_2)\,d\mathbf n_2=\frac{4\pi}{2k+1}P_k(\mathbf b\cdot\mathbf n_1)$, the two angular integrations give
\begin{equation}
J_{ab}=F^0+\tfrac{4}{25}P_2(\mathbf a\cdot\mathbf b)F^2,
\end{equation}
where, with $P(r)=rR(r)$ normalized by $\int P^2dr=1$,
\begin{equation}
F^k=\int_0^\infty\!\!\int_0^\infty P^2(r_1)P^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,dr_1dr_2 .
\end{equation}
For perpendicular axes $P_2(0)=-\frac12$, so $U=F^0-\frac2{25}F^2$. The general formula must reproduce this number.

\section{General statement and its conditions}

Let $n=2l+1$ be the number of orbitals and $N=4l+2$ the number of spin orbitals. The shell holds $q$ electrons. The assumptions are a non-relativistic spherical Hamiltonian, one radial function common to all open-shell orbitals and all determinants, and frozen closed shells elsewhere. Energies are measured from that of the closed core. Then
\begin{align}
E_{\rm av}&=qI+\frac{q(q-1)}2U, \label{eq:eav}\\
U&=F^0-\frac{2l+1}{4l+1}S,\qquad S=\sum_{k=2,4,\ldots}^{2l}w_kF^k, \label{eq:u}\\
w_k&=\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^{2}.
\end{align}
For equivalent electrons the exchange integrals $G^k$ equal $F^k$. The factor $(2l+1)/(4l+1)$ belongs to this definition of $w_k$ and to the terms $k>0$.

The number $I$ contains the kinetic energy, the nuclear attraction and the closed-shell Coulomb and exchange field. These operators commute with rotations. Commutation with $L_z$ makes their matrix within the shell diagonal in $m$; commutation with $L_\pm$ makes its diagonal elements equal. Hence every spin orbital has the same $I$.

\section{From determinants to one pair average}

For two electrons, the determinant $[\phi_i(1)\phi_j(2)-\phi_j(1)\phi_i(2)]/\sqrt2$, with spins included, has repulsion $J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}$. The minus sign comes from exchanging the factors, and the spin overlap supplies the delta. In a larger determinant $1/r_{12}$ leaves the other $q-2$ coordinates untouched. Orthogonality then forces the permutations in bra and ket to agree except for a possible exchange of the two interacting electrons. Thus
\begin{equation}
E_D=qI+\sum_{i<j\in D}\left(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij}\right).
\end{equation}

The mean of these diagonal elements has a spectroscopic meaning. The $\binom Nq$ determinants form an orthonormal basis of the configuration, so the sum of the $E_D$ is the trace of the Hamiltonian there. The trace is also the sum of the eigenvalues. A term with quantum numbers $L,S_{\rm tot}$ contributes $(2L+1)(2S_{\rm tot}+1)$ equal eigenvalues, and hence
\begin{equation}
E_{\rm av}=\frac{\sum_T(2L_T+1)(2S_T+1)E_T}{\sum_T(2L_T+1)(2S_T+1)} .
\end{equation}
Repeated terms with the same $L,S_{\rm tot}$ enter separately. Changing from real to complex orbitals is a unitary change of basis, so it preserves this mean although it can change individual $E_D$.

A chosen pair of spin orbitals occurs in $\binom{N-2}{q-2}$ determinants. Its probability is
\begin{equation}
p_2=\frac{\binom{N-2}{q-2}}{\binom Nq}=\frac{q(q-1)}{N(N-1)}. \label{eq:p2}
\end{equation}
There are $N(N-1)/2$ distinct pairs. If $U$ is their mean interaction, the averaged repulsion is $p_2\,[N(N-1)/2]\,U=q(q-1)U/2$, which is Eq.~(\ref{eq:eav}).

\section{Angular sums and the exchange factor}

Use complex orbitals $R(r)Y_{lm}$ and the normalized harmonics $C^k_\mu=\sqrt{4\pi/(2k+1)}\,Y_{k\mu}$. The Coulomb expansion is
\begin{equation}
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_\mu C^k_\mu(1)\,C^{k*}_\mu(2).
\end{equation}
Define the angular matrix element
\begin{align}
c^k_{mm'}&=\int Y_{lm}^*C^k_{m-m'}Y_{lm'}\,d\Omega \nonumber\\
&=(-1)^m(2l+1)
\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}
\begin{pmatrix}l&k&l\\-m&m-m'&m'\end{pmatrix}. \label{eq:c}
\end{align}
In the direct integral both densities have zero azimuthal number, so $\mu=0$. In the exchange integral the factor at point 1 selects $\mu=m-m'$, and the factor at point 2 is its complex conjugate. Therefore
\begin{equation}
J_{mm'}=\sum_k c^k_{mm}c^k_{m'm'}F^k,\qquad
K_{mm'}=\sum_k(c^k_{mm'})^2F^k. \label{eq:jk}
\end{equation}

Two sums are needed. The density of a filled set of orbitals is spherical, $\sum_m|Y_{lm}|^2=(2l+1)/(4\pi)$, and $C^k_0$ integrates to zero unless $k=0$. Hence
\begin{equation}
\sum_m c^k_{mm}=(2l+1)\delta_{k0}. \label{eq:sumj}
\end{equation}
For the exchange sum, square Eq.~(\ref{eq:c}). At fixed $m$, orthogonality of the 3j symbols says that the squares of the second symbol, summed over $m'$, give $1/(2l+1)$. One factor of $2l+1$ therefore cancels:
\begin{equation}
\sum_{m'}(c^k_{mm'})^2=(2l+1)^2w_k\frac1{2l+1}=(2l+1)w_k. \label{eq:sumk}
\end{equation}
For $k=0$, $C^0_0=1$ gives $c^0_{mm'}=\delta_{mm'}$, so $w_0=1/(2l+1)$. Parity removes odd $k$, and the triangle rule stops the series at $k=2l$.

Fix one spin orbital with magnetic number $m$. Its self-term vanishes because $J_{mm}=K_{mm}$, so it may be added to the sum over partners. Both spins enter the direct sum, one spin enters the exchange sum, and $c^0_{mm}=1$:
\begin{align}
\sum_{j\ne i}(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij})
&=2\sum_{m'}J_{mm'}-\sum_{m'}K_{mm'}\nonumber\\
&=2(2l+1)F^0-\left[F^0+(2l+1)S\right]\nonumber\\
&=(4l+1)F^0-(2l+1)S .
\end{align}
The result is the same for every $m$. Division by the $4l+1$ partners gives Eq.~(\ref{eq:u}).

If the $k=0$ exchange is kept in the sum, the direct coefficient changes as well:
\begin{equation}
U=\frac{4l+2}{4l+1}F^0-\frac{2l+1}{4l+1}\sum_{k=0,2,\ldots}^{2l}w_kF^k .
\end{equation}
Using the full sum with a direct coefficient of one would subtract an extra $F^0/(4l+1)$.

The factor also follows from spin counting. The mean over antiparallel pairs is $\sum_{mm'}J_{mm'}/n^2=F^0$. For $l>0$ a spin orbital has $2l$ parallel partners, and
\begin{equation}
U_{\uparrow\uparrow}=\frac{(2l+1)F^0-F^0-(2l+1)S}{2l}
=F^0-\frac{2l+1}{2l}S. \label{eq:par}
\end{equation}
Parallel partners are a fraction $2l/(4l+1)$ of all partners. Multiplying the lowering in Eq.~(\ref{eq:par}) by this fraction cancels $2l$ and leaves $(2l+1)S/(4l+1)$.

\section{Coefficients and limits}

For $m=m'=0$, Eq.~(\ref{eq:c}) gives $c^k_{00}=(2l+1)w_k$. The same element is $\frac{2l+1}{2}\int_{-1}^1P_l^2P_k\,dx$, so
\begin{equation}
w_k=\frac12\int_{-1}^1[P_l(x)]^2P_k(x)\,dx .
\end{equation}
For p electrons, $P_1^2=\frac13+\frac23P_2$ gives $w_2=\frac12\cdot\frac23\cdot\frac25=\frac2{15}$. Multiplication by $3/5$ gives the coefficient $2/25$ of the opening example. For d electrons, $P_2^2=\frac15+\frac27P_2+\frac{18}{35}P_4$ gives $w_2=w_4=\frac2{35}$, and
\begin{equation}
U_d=F^0-\tfrac2{63}(F^2+F^4).
\end{equation}

For $l=0$ there is no $k>0$ term, so $U=F^0$; Eq.~(\ref{eq:par}) does not apply because there is no parallel partner. For $q=1$ the repulsion vanishes. For $q=N$ there is one determinant, and the formula gives its energy with repulsion $N(N-1)U/2$.

A spin--orbit operator $\zeta\,\mathbf l\cdot\mathbf s$ can split the levels without moving their mean within the configuration. Its diagonal elements are $\zeta m m_s$, every spin orbital occurs equally often, and $\sum m m_s=0$. Mixing with other configurations lies outside this result. So does a separate optimization of the radial function for each term: the formula then no longer gives the weighted mean, because the $F^k$ and $I$ differ between terms.

\section{Use in exact-exchange programs}

With a Coulomb tensor in any orthonormal orbital basis of the shell, the radial integrals need not be extracted. Summing the partner sum over all orbitals gives
\begin{equation}
U=\frac1{(2l+1)(4l+1)}\sum_{ab}(2J_{ab}-K_{ab}).
\end{equation}
The diagonal terms $a=b$ must be retained in both sums.

A Hartree--Fock energy with uniform fractional occupations $f=q/N$ is a different quantity. It assigns each pair the weight $f^2$ instead of $p_2$:
\begin{align}
E_{\rm frac}&=qI+\frac{N(N-1)}2\left(\frac qN\right)^2U
=qI+\frac{q^2(N-1)}{2N}U,\\
E_{\rm frac}-E_{\rm av}&=\frac{qU}{2N}\left[q(N-1)-N(q-1)\right]
=\frac{q(N-q)}{2N}U. \label{eq:excess}
\end{align}
The weight $f^2$ describes spin orbitals filled independently, so that the electron number fluctuates; $p_2$ holds it at $q$. The excess vanishes for an empty or full shell. For $0<q<N$ the open--open part of the fractional energy is corrected by the factor
\begin{equation}
\lambda=\frac{p_2}{f^2}=\frac{N(q-1)}{q(N-1)} .
\end{equation}
The one-electron and open--closed energies are linear in the occupations and must not be scaled. In an orbital optimization, $\lambda$ therefore enters the open-shell interaction with itself but not the field that the open shell exerts on the core.

For a hybrid functional the distinction between exchange and self-interaction matters. Let $X_D=\frac12\sum_{i,j\in D}\delta_{\sigma_i\sigma_j}K_{ij}$ be minus the open-shell exchange energy, with self-terms included. Diagonal terms occur with probability $p_1=q/N$ and the others with $p_2$, so
\begin{align}
\overline{X}&=p_1\sum_aK_{aa}+p_2\sum_{a\ne b}K_{ab}\nonumber\\
&=p_2\sum_{ab}K_{ab}+\frac{q(N-q)}{N(N-1)}\sum_aK_{aa}.
\end{align}
The first sum is independent of the orbital choice, but the second is not. For a p shell it is $3F^0+\frac{12}{25}F^2$ with real orbitals. With complex ones $c^2_{00}=\frac25$ and $c^2_{\pm1,\pm1}=-\frac15$, which give $3F^0+\frac6{25}F^2$. With full exchange the self-Coulomb terms cancel this dependence. With a fraction $a_x$ of exact exchange a part $(1-a_x)$ of it remains in the sum of the Hartree and exact-exchange energies. The density functional that accompanies them is not the trace of a Hamiltonian: its mean over determinants also changes between real and complex orbitals. This change can offset much of the remainder or even reverse its sign, but it does not in general cancel it exactly. Equation~(\ref{eq:eav}) is therefore not the determinant average of a general hybrid energy.

\section{A d$^2$ shell in numbers}

Take a model shell with $R(r)\propto r^2e^{-\alpha r^2}$, root-mean-square radius 0.80 angstrom and $I=-50$ eV. Integration by parts gives $\langle r^2\rangle=7/(4\alpha)$, hence $\alpha=7/(4\times0.80^2)=2.734$ angstrom$^{-2}$. Gauss--Legendre quadrature of the radial integrals gives
\begin{equation}
F^0=16.904,\qquad F^2=10.187,\qquad F^4=7.053\quad\text{eV}.
\end{equation}
With $w_2=w_4=2/35$, $S=\frac2{35}(10.187+7.053)=0.985$ eV. The lowering is $\frac59S=0.547$ eV, and
\begin{align}
U&=16.904-0.547=16.357\ \text{eV},\\
E_{\rm av}&=2(-50)+16.357=-83.643\ \text{eV},
\end{align}
or, in atomic units, $E_{\rm av}=-3.0738$ hartree.

The terms follow from a separate calculation. Coulomb integrals over the three-dimensional Gaussian orbitals define a Hamiltonian in the basis of $\binom{10}2=45$ determinants. Numerical diagonalization, with levels labelled by $L^2$ and $S^2$, gives:
\begin{center}
\begin{tabular}{lrrr}
Term & Degeneracy & $E$ (eV) & $E-E_{\rm av}$ (eV)\\
$^3F$ & 21 & $-84.903$ & $-1.260$\\
$^1D$ & 5 & $-83.144$ & $0.499$\\
$^3P$ & 9 & $-82.984$ & $0.659$\\
$^1G$ & 9 & $-82.248$ & $1.395$\\
$^1S$ & 1 & $-78.170$ & $5.473$
\end{tabular}
\end{center}
The offsets multiplied by the degeneracies are $-26.5$ eV for $^3F$ and $2.5+5.9+12.6+5.5=26.5$ eV for the other four, so they cancel to the digits shown. An unweighted mean of the five energies is $-82.29$ eV, which is 1.35 eV above $E_{\rm av}$. It gives the single $^1S$ state the same weight as the 21 states of $^3F$.

The antiparallel pair mean is 16.904 eV and the parallel mean is $16.904-\frac54(0.985)=15.673$ eV. Their weights are $5/9$ and $4/9$, which returns $U=16.357$ eV. For two electrons the parallel determinants span the triplet states with $M_S=\pm1$, so 15.673 eV is also the weighted mean repulsion of $^3F$ and $^3P$. This is a statement about a mean: in this model $^3P$ lies above the singlet $^1D$.

Uniform occupations $f=0.2$ give $E_{\rm frac}=-100+45(0.2)^2(16.357)=-70.557$ eV. The excess over $E_{\rm av}$ is $0.8U=13.09$ eV, much larger than the lowering $F^0-U=0.547$ eV. Here $\lambda=5/9$, and scaling the fractional repulsion of 29.443 eV by it restores 16.357 eV. This equality of $\lambda$ with the exchange factor is particular to $q=2$, where $\lambda=N/[2(N-1)]=(2l+1)/(4l+1)$ for any $l$; for other $q$ the two differ, because $\lambda$ depends on $q$ and the exchange factor does not.
